# Berry phases and non-Abelian line splitting in rotating spin-3/2 quadrupole resonance: a program that tests the result

```python
"""
Slow rotation of a spin I = 3/2 in an axial electric field gradient, zero field.

Result under test: a crystal turned at frequency nu_r about an axis at angle
theta to the gradient axis n shows four lines at offsets
    +-nu_r (3 cos(theta) - w)/2  and  +-nu_r (3 cos(theta) + w)/2,
    w = sqrt(4 - 3 cos(theta)^2),
for a coil along the rotation axis. The m = +-3/2 states gain the phases
-m*Omega (Omega = solid angle swept by n); the m = +-1/2 pair is transported
by a 2x2 matrix that depends on the shape of the loop.

Symbols: C = e^2 q Q / h, nu_q = resonance frequency at rest,
ratio = nu_q / nu_r, W = transport matrix of the 1/2 pair around a closed
loop, V = the same for the 3/2 pair. Time is measured in turns of the crystal.
"""
import numpy as np
from scipy.linalg import expm, polar

# Spin matrices, basis m = 3/2, 1/2, -1/2, -3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
Ix = (raising + raising.T) / 2 + 0j
Iy = (raising - raising.T) / 2j
Iz = np.diag(m_values) + 0j
SPIN = np.array([Ix, Iy, Iz])
ONE = np.eye(4)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1, -1]) + 0j
PAIR_COLUMNS = {"half": [1, 2], "three": [0, 3]}


def projector_three(points):
    """Projector on m = +-3/2 along each unit vector in points."""
    along = np.einsum("kj,jab->kab", points, SPIN)
    return (along @ along - 0.25 * ONE) / 2


def start_frame(first_point, pair):
    """States of the pair at a starting point in the xz-plane."""
    tilt = np.arctan2(first_point[0], first_point[2])
    return expm(-1j * tilt * Iy)[:, PAIR_COLUMNS[pair]]


def transport(points, pair):
    """Parallel transport as an ordered product of projectors."""
    projectors = projector_three(points)
    if pair == "half":
        projectors = ONE - projectors
    frame = start_frame(points[0], pair)
    states = frame.copy()
    for projector in projectors[1:]:
        states = projector @ states
    return polar(frame.conj().T @ states)[0]


def commutator_norm(A, B):
    return np.linalg.norm(A @ B - B @ A)


def pair_phase(W):
    """Eigenphases of a 2x2 matrix of unit determinant are +- this angle."""
    return np.arccos(np.clip(np.trace(W).real / 2, -1, 1))


def loop_from_pole(theta, azimuth, phi):
    """Loop traced by the z direction when turned about a tilted axis."""
    axis = np.array([np.sin(theta) * np.cos(azimuth),
                     np.sin(theta) * np.sin(azimuth), np.cos(theta)])
    pole = np.array([0.0, 0.0, 1.0])
    parallel = axis * axis[2]
    return (parallel + np.outer(np.cos(phi), pole - parallel)
            + np.outer(np.sin(phi), np.cross(axis, pole)))


def loop_from_cosine(cosine, phi):
    """Loop about z with the given polar cosine at each azimuth."""
    sine = np.sqrt(1 - cosine**2)
    return np.stack([sine * np.cos(phi), sine * np.sin(phi),
                     cosine + 0 * phi], axis=1)


def cone(theta):
    return lambda phi: loop_from_cosine(np.cos(theta) + 0 * phi, phi)


def wavy(phi):
    return loop_from_cosine(0.5 + 0.3 * np.cos(2 * phi), phi)


def solid_angle(points):
    """Sum of signed spherical triangles with a corner at the pole."""
    a, b = points[:-1], points[1:]
    triple = np.cross(a, b)[:, 2]
    below = 1 + a[:, 2] + b[:, 2] + np.sum(a * b, axis=1)
    return np.sum(2 * np.arctan2(triple, below))


def propagate(path, ratio, checkpoints=16):
    """Schroedinger propagators in the laboratory frame during one turn."""
    steps = ratio * 512
    phi = 2 * np.pi * (np.arange(steps) + 0.5) / steps
    factor = np.exp(-2j * np.pi * ratio / steps) - 1
    step = ONE + factor * projector_three(path(phi))
    step = step.reshape(checkpoints, steps // checkpoints, 4, 4)
    while step.shape[1] > 1:
        step = step[:, 1::2] @ step[:, 0::2]
    result = [ONE + 0j]
    for segment in step[:, 0]:
        result.append(segment @ result[-1])
    return np.array(result)


def line_formula(theta):
    """Offsets in units of nu_r and weights, lines in ascending order."""
    c = np.cos(theta)
    w = np.sqrt(4 - 3 * c**2)
    offsets = np.array([-(3*c + w), -abs(3*c - w), abs(3*c - w), 3*c + w]) / 2
    outer, inner = (1 - c / w) / 4, (1 + c / w) / 4
    return offsets, np.array([outer, inner, inner, outer])


# ---- transport around closed loops ----
theta = np.radians(60.0)
magic = np.arccos(1 / np.sqrt(3))
phi_loop = np.linspace(0, 2 * np.pi, 4001)
loop_a = loop_from_pole(theta, 0.0, phi_loop)
loop_b = loop_from_pole(theta, np.pi / 2, phi_loop)
W_a, W_b = transport(loop_a, "half"), transport(loop_b, "half")
for W, azimuth in ((W_a, 0.0), (W_b, np.pi / 2)):
    generator = (np.cos(theta) * SZ + 2 * np.sin(theta)
                 * (np.cos(azimuth) * SX + np.sin(azimuth) * SY))
    assert np.max(abs(W + expm(1j * np.pi * generator))) < 1e-3
commutator_half = commutator_norm(W_a, W_b)
assert commutator_half > 0.1

# Finite steps leave a coupling of +3/2 to -3/2 of third order in the step
# angle. Its sum over the loop must vanish as the inverse square of the
# number of steps: a factor 4 when the steps are halved.
commutator_three = {}
for stride in (2, 1):
    V_a = transport(loop_a[::stride], "three")
    V_b = transport(loop_b[::stride], "three")
    commutator_three[4000 // stride] = commutator_norm(V_a, V_b)
assert commutator_three[4000] < 1e-5
assert 3.5 < commutator_three[2000] / commutator_three[4000] < 4.5

circle_points, wavy_points = cone(theta)(phi_loop), wavy(phi_loop)
omega_circle = solid_angle(circle_points)
omega_wavy = solid_angle(wavy_points)
assert abs(omega_circle - 2 * np.pi * (1 - np.cos(theta))) < 1e-4
assert abs(omega_wavy - omega_circle) < 1e-4
for points, omega in ((circle_points, omega_circle), (wavy_points, omega_wavy)):
    V = transport(points, "three")
    expected = np.diag(np.exp([-1.5j * omega, 1.5j * omega]))
    assert np.max(abs(V - expected)) < 1e-3
W_wavy = transport(wavy_points, "half")
phase_circle = pair_phase(transport(circle_points, "half"))
phase_wavy = pair_phase(W_wavy)
w_60 = np.sqrt(4 - 3 * np.cos(theta)**2)
assert abs(phase_circle - np.pi * (w_60 - 1)) < 1e-3
assert abs(phase_wavy - phase_circle) > 0.1

# Small loop: phase per unit solid angle for m = +1/2 and m = +3/2
small_points = loop_from_pole(np.radians(2.0), 0.0, phi_loop)
omega_small = 2 * np.pi * (1 - np.cos(np.radians(2.0)))
slope_half = np.angle(transport(small_points, "half")[0, 0]) / omega_small
slope_three = np.angle(transport(small_points, "three")[0, 0]) / omega_small
assert abs(slope_half - 1.5) < 0.02 and abs(slope_three + 1.5) < 0.02

# ---- adiabatic limit of the full dynamics, non-circular loop ----
frame = start_frame(wavy_points[0], "half")
adiabatic_error = {}
for ratio in (128, 256):
    block = frame.conj().T @ propagate(wavy, ratio)[-1] @ frame
    adiabatic_error[ratio] = np.max(abs(block - W_wavy))
assert adiabatic_error[256] < 0.1
assert 1.6 < adiabatic_error[128] / adiabatic_error[256] < 2.4

# ---- coil signal from the full dynamics, coil along the rotation axis ----
turns = np.arange(17) / 16
signal_error, unmixed_error = {}, {}
for angle in (theta, magic):
    ratio = 256
    U = propagate(cone(angle), ratio)
    P = projector_three(cone(angle)(2 * np.pi * turns))
    # The pulse acts to first order on populations set by the pairs at t = 0
    kick = Iz @ P[0] - P[0] @ Iz
    detector = (ONE - P) @ Iz @ P
    state = U @ kick @ U.conj().transpose(0, 2, 1)
    signal = np.einsum("kab,kba->k", detector, state)
    signal = signal / signal[0] * np.exp(2j * np.pi * ratio * turns)
    offsets, weights = line_formula(angle)
    common = 1.5 * np.sin(angle)**2 / ratio
    model = np.exp(-2j * np.pi * np.outer(turns, offsets + common)) @ weights
    unmixed = np.cos(2 * np.pi * np.cos(angle) * turns)
    signal_error[angle] = np.max(abs(signal - model))
    unmixed_error[angle] = np.max(abs(signal - unmixed))
    assert signal_error[angle] < 0.01 and unmixed_error[angle] > 0.3

# ---- worked example: diagonalization in the frame of the crystal ----
C = 60e6
nu_r = 2e3
H_rest = C / 12 * (3 * Iz @ Iz - 3.75 * ONE)
levels = np.linalg.eigvalsh(H_rest)
nu_q = levels[3] - levels[0]
assert abs(nu_q - C / 2) < 1e-3


def exact_lines(angle):
    """Offsets in Hz and normalized weights from the 4x4 Hamiltonian."""
    I_axis = np.cos(angle) * Iz - np.sin(angle) * Ix
    energy, vectors = np.linalg.eigh(H_rest - nu_r * I_axis)
    strength = abs(vectors.conj().T @ I_axis @ vectors)**2
    lines = [(energy[u] - energy[l] - nu_q, strength[u, l])
             for u in (2, 3) for l in (0, 1)]
    lines = np.array(sorted(lines))
    return lines[:, 0], lines[:, 1] / lines[:, 1].sum()


results = {}
for angle in np.append(np.radians([20.0, 40.0, 75.0]), [theta, magic]):
    exact_offset, exact_weight = exact_lines(angle)
    offsets, weights = line_formula(angle)
    shift = 1.5 * np.sin(angle)**2 * nu_r**2 / nu_q
    assert np.max(abs(exact_offset - nu_r * offsets - shift)) < 1e-3
    assert np.max(abs(exact_weight - weights)) < 2e-3
    results[angle] = (exact_offset, exact_weight, nu_r * offsets, weights, shift)

print(f"Coupling constant C = {C/1e6:.1f} MHz")
print(f"Resonance at rest nu_q = {nu_q/1e6:.1f} MHz")
print(f"Rotation frequency nu_r = {nu_r/1e3:.1f} kHz")
print(f"Ratio nu_r/nu_q = {nu_r/nu_q:.3e}")
for name, angle in (("A", theta), ("B", magic)):
    eo, ew, fo, fw, shift = results[angle]
    print(f"Case {name}: theta = {np.degrees(angle):.4f} deg")
    print(f"  cos(theta) = {np.cos(angle):.5f}")
    print(f"  w = {np.sqrt(4 - 3*np.cos(angle)**2):.5f}")
    for k in range(4):
        print(f"  line {k+1}: exact {eo[k]:.3f} Hz, formula {fo[k]:.3f} Hz, "
              f"weights {ew[k]:.4f}, {fw[k]:.4f}")
    print(f"  common second-order shift = {shift:.4f} Hz")
    print(f"  lines without mixing at +- {nu_r*np.cos(angle):.2f} Hz")
    print(f"  signal: largest error of four-line formula = "
          f"{signal_error[angle]:.1e}")
    print(f"  signal: largest error without mixing = "
          f"{unmixed_error[angle]:.3f}")
print(f"Solid angle, circle at 60 deg = {omega_circle:.5f} sr")
print(f"Solid angle, wavy loop = {omega_wavy:.5f} sr")
print(f"Phase of m=+3/2, -3*Omega/2 = {-1.5*omega_circle:.5f} rad")
print(f"Pair 1/2 eigenphase, circle = +- {phase_circle:.5f} rad")
print(f"Formula pi*(w-1), circle = {np.pi*(w_60-1):.5f} rad")
print(f"Pair 1/2 eigenphase, wavy loop = +- {phase_wavy:.5f} rad")
print(f"Small loop (2 deg), phase/Omega, m=+1/2 = {slope_half:.4f}")
print(f"Small loop (2 deg), phase/Omega, m=+3/2 = {slope_three:.4f}")
print(f"Commutator norm of two loops, pair 1/2 = {commutator_half:.4f}")
for steps in (2000, 4000):
    print(f"Commutator norm, pair 3/2, {steps} steps = "
          f"{commutator_three[steps]:.2e}")
for ratio in (128, 256):
    print(f"Wavy loop, nu_q/nu_r = {ratio}: dynamics minus transport = "
          f"{adiabatic_error[ratio]:.4f}")
print("success")
```

Running it gives:

```
Coupling constant C = 60.0 MHz
Resonance at rest nu_q = 30.0 MHz
Rotation frequency nu_r = 2.0 kHz
Ratio nu_r/nu_q = 6.667e-05
Case A: theta = 60.0000 deg
  cos(theta) = 0.50000
  w = 1.80278
  line 1: exact -3302.626 Hz, formula -3302.776 Hz, weights 0.1807, 0.1807
  line 2: exact -302.626 Hz, formula -302.776 Hz, weights 0.3193, 0.3193
  line 3: exact 302.926 Hz, formula 302.776 Hz, weights 0.3193, 0.3193
  line 4: exact 3302.926 Hz, formula 3302.776 Hz, weights 0.1806, 0.1807
  common second-order shift = 0.1500 Hz
  lines without mixing at +- 1000.00 Hz
  signal: largest error of four-line formula = 3.0e-05
  signal: largest error without mixing = 1.301
Case B: theta = 54.7356 deg
  cos(theta) = 0.57735
  w = 1.73205
  line 1: exact -3463.968 Hz, formula -3464.102 Hz, weights 0.1667, 0.1667
  line 2: exact 0.133 Hz, formula -0.000 Hz, weights 0.3333, 0.3333
  line 3: exact 0.133 Hz, formula 0.000 Hz, weights 0.3333, 0.3333
  line 4: exact 3464.235 Hz, formula 3464.102 Hz, weights 0.1666, 0.1667
  common second-order shift = 0.1333 Hz
  lines without mixing at +- 1154.70 Hz
  signal: largest error of four-line formula = 2.2e-05
  signal: largest error without mixing = 1.598
Solid angle, circle at 60 deg = 3.14159 sr
Solid angle, wavy loop = 3.14159 sr
Phase of m=+3/2, -3*Omega/2 = -4.71239 rad
Pair 1/2 eigenphase, circle = +- 2.52200 rad
Formula pi*(w-1), circle = 2.52199 rad
Pair 1/2 eigenphase, wavy loop = +- 1.51205 rad
Small loop (2 deg), phase/Omega, m=+1/2 = 1.4945
Small loop (2 deg), phase/Omega, m=+3/2 = -1.5000
Commutator norm of two loops, pair 1/2 = 0.9510
Commutator norm, pair 3/2, 2000 steps = 4.27e-06
Commutator norm, pair 3/2, 4000 steps = 1.07e-06
Wavy loop, nu_q/nu_r = 128: dynamics minus transport = 0.0335
Wavy loop, nu_q/nu_r = 256: dynamics minus transport = 0.0167
success
```
